\section*{Short-Range Alloy Scattering of Electrons in Group-IV Alloys, part 2}

An electron in a crystalline alloy A$_{1-x}$B$_x$ is scattered because the two species occupy the lattice sites $\mathbf R_j$ at random. The problem is to find the resulting mobility and the limits of the simple scattering rate.

The crystal has volume $\mathcal V$ and volume $\Omega$ per atom; in the diamond structure with cubic edge $a$, $\Omega=a^3/8$. Site $j$ has $c_j=1$ for B and $c_j=0$ for A, with mean $x$. The atomic potentials differ by $\Delta v=v_B-v_A$. Bloch states, normalized in $\mathcal V$, have periodic factor $w_{\mathbf k}$, and $\mathbf q=\mathbf k-\mathbf k'$. The contrast $U$, an energy, is defined by
\[
\langle\mathbf k'|\Delta v_j|\mathbf k\rangle=\frac{\Omega}{\mathcal V}\,U_j\,e^{i\mathbf q\cdot\mathbf R_j},\qquad |U_j|=|U|.
\]
Its phase may differ between the two sublattices, and its value may differ within and between valleys.

The density of states $g_v(E)$ counts states of one spin in valley $v$, per volume and energy, and $g$ is its sum over reachable valleys. For independent site occupation, weak scattering and equal contrast in all these valleys, the golden rule gives the rate at which an electron of energy $E$ leaves its Bloch state:
\begin{equation}
\frac1{\tau(E)}=\frac{2\pi}{\hbar}\,x(1-x)\,U^2\,\Omega\,g(E).
\label{eq:rate2}
\end{equation}
For unequal contrasts $U_v$, $U^2g$ is replaced by $\sum_v|U_v|^2g_v$. In a model with one orbital per site, the fluctuation at a site is $u=U(c-x)$, with $c=1$ for B and $c=0$ for A, and $\langle u^2\rangle=x(1-x)U^2$.

Part (e) tested the rate on a simple cubic lattice with one state per site and this fluctuation. There $\hbar$, the hopping energy and the site volume are one, and $E=-2(\cos k_x+\cos k_y+\cos k_z)$. The decay rate was measured from the survival probability of a Bloch wave propagated through explicit disorder.

\subsection*{(f) Density of states of an ellipsoidal valley}

\textbf{Question.} A valley has mass $m_l$ along its axis and $m_t$ in the two directions across it. Find $g_v(E)$ and the mean squared velocity at energy $E$.

\textbf{Solution.} Measure $\mathbf k$ from the valley minimum and $E$ from its energy. Then $E=(\hbar^2/2)\sum_ik_i^2/m_i$. The substitution $k_i=\sqrt{m_i}\,\kappa_i$ turns the ellipsoid into a sphere, $E=\hbar^2\kappa^2/2$, with
\begin{equation}
d^3k=\sqrt{m_lm_t^2}\,d^3\kappa=m_d^{3/2}\,d^3\kappa,\qquad m_d=(m_lm_t^2)^{1/3}.
\end{equation}
One spin has $d^3k/(2\pi)^3$ states per volume. With $\kappa=\sqrt{2E}/\hbar$ and $d\kappa=dE/(\hbar\sqrt{2E})$,
\begin{equation}
g_v\,dE=\frac{m_d^{3/2}}{8\pi^3}\,4\pi\kappa^2d\kappa
=\frac{m_d^{3/2}}{2\pi^2}\frac{\sqrt{2E}}{\hbar^3}\,dE.
\end{equation}
Since $\sqrt2/2=2^{3/2}/4$, this is
\begin{equation}
g_v(E)=\frac{(2m_d)^{3/2}\sqrt E}{4\pi^2\hbar^3}.
\label{eq:dos}
\end{equation}
The scattering rate thus grows as $\sqrt E$, because a faster electron has more states to go to.

The velocity is $v_i=\hbar k_i/m_i=\hbar\kappa_i/\sqrt{m_i}$. On the sphere the mean of $\kappa_i^2$ is $\kappa^2/3$, so $\overline{v_i^2}=\hbar^2\kappa^2/(3m_i)=2E/(3m_i)$. Six equivalent valleys, two along each cubic axis, are equally filled without strain. Take $x$ along a cubic axis. One third of the valleys then show $m_l$ along $x$ and two thirds show $m_t$. Cubic symmetry gives every other direction the same average. The average over valleys is
\begin{equation}
\overline{v_x^2}=\frac{2E}{3m_c},\qquad \frac3{m_c}=\frac1{m_l}+\frac2{m_t}.
\label{eq:vel}
\end{equation}

\subsection*{(g) From scattering rate to mobility}

\textbf{Question.} Show that the momentum relaxation rate equals the scattering rate in this model. Find the low-field mobility of a dilute electron gas.

\textbf{Solution.} A field $F$ along $x$ exerts the force $-eF$. Write the occupation as $f_0(E)+f_1(\mathbf k)$, with $f_1$ linear in $F$. Since $\partial f_0/\partial k_x=\hbar v_xf_0'$, the steady Boltzmann equation for elastic scattering is
\begin{equation}
-eFv_xf_0'=-\frac{f_1(\mathbf k)}{\tau}+\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}f_1(\mathbf k').
\end{equation}
Try $f_1=eFv_x\tau f_0'$. The first term on the right then balances the left side. In the last term $W$ has the same value for all states of equal energy in a given valley, while $v_x$ takes opposite values at opposite points about the valley minimum. The sum vanishes valley by valley, so the trial form is the solution. An electron keeps no memory of its direction after one collision.

The current density is $-e$ times the sum of $v_xf_1$ over states of both spins, and the mobility $\mu$ is this current divided by $enF$, where $n$ is the electron density. The spin factor 2 appears in current and density and cancels. For a dilute gas $f_0\propto e^{-E/k_BT}$ and $-f_0'=f_0/k_BT$. With Eq.~\eqref{eq:vel},
\begin{equation}
\mu=\frac{e}{k_BT}\,\frac{\int g\,\tau\,\dfrac{2E}{3m_c}\,e^{-E/k_BT}dE}{\int g\,e^{-E/k_BT}dE}.
\end{equation}
Put $y=E/k_BT$. Then $g\propto y^{1/2}$ and $\tau=\tau(k_BT)\,y^{-1/2}$, so
\begin{align}
\mu&=\frac{2e\,\tau(k_BT)}{3m_c}\,\frac{\int_0^\infty y\,e^{-y}dy}{\int_0^\infty y^{1/2}e^{-y}dy}
=\frac{2e\,\tau(k_BT)}{3m_c}\,\frac{\Gamma(2)}{\Gamma(3/2)}\nonumber\\
&=\frac{e\,\tau(k_BT)}{m_c}\,\frac{\Gamma(2)}{\Gamma(5/2)}
=\frac{4}{3\sqrt\pi}\,\frac{e\,\tau(k_BT)}{m_c},
\label{eq:mu}
\end{align}
where $\Gamma$ is the gamma function and $\Gamma(5/2)=\tfrac32\Gamma(3/2)=3\sqrt\pi/4$. Because $\tau(k_BT)\propto T^{-1/2}$, the alloy-limited mobility falls as $T^{-1/2}$ at fixed masses and contrast. The disorder does not change with temperature; hotter electrons meet more final states.

\subsection*{(h) Numbers for a six-valley alloy}

\textbf{Question.} Evaluate the rate and mobility for $x=0.20$, $a=0.55$ nm, $U=0.60$ eV, $m_l=0.90\,m_e$, $m_t=0.20\,m_e$ and $T=300$ K, with six equally coupled valleys and no strain. Then estimate what phonons add.

\textbf{Solution.} The volume per atom is $\Omega=(0.55\ \mathrm{nm})^3/8=0.0208$ nm$^3$. The masses are $m_d=(0.90\times0.20^2)^{1/3}m_e=0.330\,m_e$ and $m_c=3/(1/0.90+2/0.20)\,m_e=0.270\,m_e$. At the mean thermal energy $E=1.5k_BT=0.0388$ eV, Eq.~\eqref{eq:dos} gives 0.127 states per eV and nm$^3$ in one valley and $g=0.764$ in six. The disorder strength is
\begin{equation}
x(1-x)U^2\Omega=0.16\times0.36\times0.0208=1.20\times10^{-3}\ \mathrm{eV^2\,nm^3}.
\end{equation}
With $\hbar=6.582\times10^{-16}$ eV s,
\begin{equation}
\frac1\tau=\frac{2\pi}{6.582\times10^{-16}}\times1.198\times10^{-3}\times0.764
=8.7\times10^{12}\ \mathrm{s^{-1}}.
\end{equation}
The lifetime is 0.115 ps. At the speed $\sqrt{2E/m_c}$ the mean free path is 26 nm, many times the atomic spacing. Equation~\eqref{eq:mu} needs the lifetime at $k_BT$, which is longer by $\sqrt{1.5}$, or 0.140 ps:
\begin{equation}
\mu=0.752\times\frac{e\,(0.140\ \mathrm{ps})}{0.270\,m_e}\approx 690\ \mathrm{cm^2/Vs}.
\end{equation}
At 350 K it is about 640 cm$^2$/Vs.

For long acoustic waves let the band edge shift by $D$ times the strain. If $S_{\mathbf q}$ is a Fourier component of the strain and $C$ the elastic constant, the pair $\pm\mathbf q$ stores the energy $\mathcal VC|S_{\mathbf q}|^2$ in two real coordinates. Each has mean energy $k_BT/2$, so $\langle|S_{\mathbf q}|^2\rangle=k_BT/(\mathcal VC)$. The golden rule gives $(2\pi/\hbar)(D^2k_BT/C)g_v$. With the rough values $D=9$ eV and $C=150$ GPa this is $2.7\times10^{12}$ s$^{-1}$, about 31\% of the alloy rate.

Phonons that carry electrons to the five other valleys are modelled by a potential $D_o$ times the displacement. The squared displacement amplitude per mode is $\hbar/(2\rho\mathcal V\omega)$, multiplied by the Bose number $N_\omega$ for absorption and $N_\omega+1$ for emission. Take a phonon energy of 0.060 eV, $D_o=40$ eV/nm and mass density $\rho=3.0$ g/cm$^3$. At $E=0.0388$ eV emission is forbidden, and absorption gives $3.3\times10^{11}$ s$^{-1}$. Adding all rates at each energy, including emission above 0.060 eV, and doing the thermal average by numerical quadrature lowers the mobility to about 500 cm$^2$/Vs at 300 K and 430 cm$^2$/Vs at 350 K.

\subsection*{(i) Repeated scattering from one atom}

\textbf{Question.} The golden rule does not depend on the sign of $U$. Find the first correction that does, and estimate its size.

\textbf{Solution.} Use a model with one local orbital per site. Let $G(E)$ be the amplitude, in energy representation, for the electron to return to a site. Scattering once, twice and more often from that site adds to
\begin{equation}
t=u+uGu+uGuGu+\cdots=\frac{u}{1-uG}.
\end{equation}
An average medium has the same energy shift $\Sigma$ on every site. Require one such shift to scatter like the average atom, $\Sigma/(1-\Sigma G)=\langle t\rangle$. Solving for $\Sigma$,
\begin{equation}
\Sigma=\frac{\langle t\rangle}{1+\langle t\rangle G},\qquad \frac{\hbar}{\tau}=-2\,\mathrm{Im}\,\Sigma.
\label{eq:sigma}
\end{equation}
This is the average-$t$-matrix approximation. Because $\langle u\rangle=0$, the expansion to third order in $u$ is $\Sigma=\langle u^2\rangle G+\langle u^3\rangle G^2$. The third moment is
\begin{equation}
\langle u^3\rangle=U^3\left[x(1-x)^3-(1-x)x^3\right]=x(1-x)(1-2x)U^3.
\end{equation}
With $\mathrm{Im}\,G=-\pi\Omega g$ and $\mathrm{Im}\,G^2=2\,\mathrm{Re}\,G\,\mathrm{Im}\,G$,
\begin{equation}
\frac{\hbar}{\tau}=2\pi\Omega g\,x(1-x)U^2\left[1+2(1-2x)U\,\mathrm{Re}\,G\right].
\end{equation}
The first term is Eq.~\eqref{eq:rate2}. The second changes sign with $U$ and spoils the symmetry between $x$ and $1-x$. Near the bottom of a band most states lie higher, so $\mathrm{Re}\,G<0$. If $x<1/2$ and $|U\,G|$ is small, repulsive B atoms then scatter less than the golden rule says and attractive ones more. For strong contrast the expansion fails, and this rule need not hold.

The cubic lattice of part (e) shows the effect at $x=0.1$, $E=-4$. There $G$ was obtained by numerical integration over time of the return amplitude. For $U=0.6$ the measured decay rate was 0.0074 and Eq.~\eqref{eq:sigma} gives 0.0076. For $U=-0.6$ the values are 0.0128 and 0.0131. The golden rule gives 0.0099 for both.

For the six-valley alloy, extend $g=K\sqrt E$ to a cutoff $E_c=1$ eV. The constant is $K=0.764/\sqrt{0.0388}=3.88$ in eV and nm. The principal-value integral follows from $\varepsilon=s^2$:
\begin{equation}
\mathrm{Re}\,G=\Omega K\,\mathrm P\!\!\int_0^{E_c}\!\frac{\sqrt\varepsilon\,d\varepsilon}{E-\varepsilon}
=-\Omega K\left[2\sqrt{E_c}-\sqrt E\ln\frac{\sqrt{E_c}+\sqrt E}{\sqrt{E_c}-\sqrt E}\right].
\end{equation}
This is $-0.155$ eV$^{-1}$, and the correction is $2\times0.6\times0.60\times0.155=0.11$, downward for positive $U$. The full Eq.~\eqref{eq:sigma} gives 0.90 times the golden-rule rate for $U>0$ and 1.12 times for $U<0$. The cutoff is rough, and $\mathrm{Re}\,G$ grows nearly as $\sqrt{E_c}$: with $E_c=2$ eV the third-order correction would be 0.16 instead of 0.11. Moreover, the integral up to 1 eV contains only $\tfrac23\Omega KE_c^{3/2}\approx0.05$ states per atom and spin. The many conduction states at higher energy make $\mathrm{Re}\,G$ more negative, while the valence states below act the other way. These figures therefore only illustrate the effect; finding the correction in a real alloy requires the full band structure.

\subsection*{(j) Where the simple rate fails}

\textbf{Question.} Examine correlated occupation, unequal valleys and the remaining approximations. Which matter for a real layer?

\textbf{Solution.} Suppose that sites separated by $\mathbf R$ have correlation coefficient $\alpha_{\mathbf R}$, so that $\langle(c_j-x)(c_l-x)\rangle=x(1-x)\alpha_{\mathbf R}$. The terms with $j\ne l$ now survive. If the contrast has the same phase on all sites, the mean squared matrix element is multiplied by
\begin{equation}
1+\sum_{\mathbf R\ne0}\alpha_{\mathbf R}\cos(\mathbf q\cdot\mathbf R).
\end{equation}
Within a valley at small $\mathbf q$, four nearest neighbours with $\alpha=0.02$ give $1+4\times0.02=1.08$. Clustering makes larger scatterers and strengthens this part. Between valleys the phases matter, and the factor can lie on either side of one.

The valley coupling is a larger uncertainty. Six equal contrasts gave $8.7\times10^{12}$ s$^{-1}$. If the atomic disorder did not connect different valleys, the rate would be one sixth of this, $1.5\times10^{12}$ s$^{-1}$. A potential difference spread evenly over the atom couples different valleys less strongly than states within one valley. In a silicon-like band structure this coupling can be so weak that the rate lies near the one-valley value. For such a difference the six-valley rate is therefore an upper estimate at given $U$, and it can be too high by a factor of nearly six. The bound needs a difference of one sign. If $\Delta v$ changes sign within the atom, as the difference of two atomic pseudopotentials can, the contrast within a valley can nearly cancel and the contrasts between valleys can exceed it. The couplings of a real alloy must be computed or measured one by one. If strain lifts four valleys by many $k_BT$ and leaves two, the rate at the same energy above the lower edge is $2.9\times10^{12}$ s$^{-1}$, with $U$ and the masses held fixed. The mobility then also depends on direction, because the average behind $m_c$ no longer holds.

For these numbers the corrections listed next are smaller than the uncertainty in the valley coupling:
\begin{itemize}
\item The level width $\hbar/\tau=5.7$ meV is 15\% of the carrier energy. The ratio varies as $E^{-1/2}$ and reaches one near 0.9 meV, where the golden rule fails; few thermal electrons lie so low.
\item If $E$ in the parabolic law is replaced by $E(1+\eta E)$ with $\eta=0.5$ eV$^{-1}$, the density of states at 0.0388 eV rises by 5\%. The velocity at given energy also falls, and the alloy-limited mobility drops by about 11\%, from 690 to about 610 cm$^2$/Vs.
\item A Gaussian $\Delta v$ of width $s=0.12$ nm multiplies the squared matrix element within a valley by $e^{-q^2s^2}$, if the variation of $w_{\mathbf k}$ is neglected. For the largest $q$ within a valley, reversal along the heavy axis, this is 0.95. Between valleys $q$ is much larger and the reduction can be strong; it belongs to the uncertainty in the valley coupling discussed above.
\item An injected density of $10^{16}$ cm$^{-3}$ is $3.5\times10^{-4}$ of the effective band density $2\times6\,(m_dk_BT/2\pi\hbar^2)^{3/2}$, so the dilute-gas average is sound.
\item At 1000 V/cm the ratio $|f_1|/f_0=eF|v_x|\tau/k_BT$ is at most 0.12, reached for motion along a light axis, so $f_1$ is small beside $f_0$. The ratio does not depend on energy, because $v\propto\sqrt E$ and $\tau\propto1/\sqrt E$. Whether the field also heats the electrons depends on their energy loss to phonons, which is not examined here.
\end{itemize}

The masses, valley number and lattice constant are rough values for a silicon-rich group-IV alloy. The contrast is the least certain input. Since $\mu\propto U^{-2}$, raising it by 20\% lowers the alloy-limited mobility from 690 to about 480 cm$^2$/Vs, and lowering it by 20\% raises it to about 1070. Real layers also break the assumption that disorder acts alone: the phonons of part (h) take the mobility to about 500 cm$^2$/Vs. Doped layers add ionized donors, which were left out here and would lower it further. All these mobilities assume six equally coupled valleys. If the disorder hardly couples different valleys, the alloy-limited values at the same $U$ are nearly six times higher, and with the inputs of part (h) phonons then scatter more strongly than the alloy disorder.
